# Landau–Teller vibrational relaxation and the gap law for smooth collisions

## The form of the rate

A stiff bond in a thermal bath exchanges vibrational energy through the fluctuating force \(\delta F\) that the bath exerts along it. If the coupling is weak, the relaxation rate \(1/T_1\) is quadratic in this force. A harmonic bond responds at its own angular frequency \(\omega\), so the relevant bath property is the force spectrum

\[
S(\omega)=\int_{-\infty}^{\infty}e^{i\omega t}\langle\delta F(t)\,\delta F(0)\rangle\,dt, \tag{1}
\]

with dimension force² × time. In classical mechanics the other quantities available are the bond's reduced mass \(\mu\), the thermal energy \(kT=1/\beta\) and \(\omega\). Write \(1/T_1\propto S\,\mu^{b}(kT)^{c}\omega^{d}\). In mass, length and time, \(S\) has dimension \(M^2L^2T^{-3}\). Length requires \(2+2c=0\), mass requires \(2+b+c=0\), and time requires \(-3-2c-d=-1\). Hence \(c=-1\), \(b=-1\), \(d=0\), and

\[
\frac1{T_1}=\text{const}\times\frac{S(\omega)}{\mu kT}. \tag{2}
\]

Quantum mechanics can add a function of \(\hbar\omega/kT\). The constant, this function and \(S(\omega)\) itself remain to be derived.

## Coupling to a frozen bond

Let \(q\) be the bond's displacement and \(X\) the bath coordinates. Expanding their interaction gives

\[
U(q,X)=U(0,X)-qF(X)+O(q^2),\qquad F=-\left.\frac{\partial U}{\partial q}\right|_{q=0}. \tag{3}
\]

The mean \(\langle F\rangle\) displaces the equilibrium length and is absorbed in the origin of \(q\). The coupling is then \(H'=-q\,\delta F\), with \(\delta F=F-\langle F\rangle\). The terms in \(q^2\), bond anharmonicity and rotation are left out.

The bath evolves with \(q=0\) because the rate is already quadratic in \(H'\), so its correlation function is needed at zeroth order. With a moving bond, the recorded force would also contain the bath's response to the vibration, which is part of the relaxation being calculated.

For a diatomic with atoms B and C, let \(q\) lengthen the bond along the unit vector \(\mathbf n\) from C to B. At fixed centre of mass, B moves by \(m_C q/(m_B+m_C)\) and C by \(-m_Bq/(m_B+m_C)\). The work done by the bath forces \(\mathbf F_B,\mathbf F_C\) gives

\[
F=\frac{m_C\mathbf F_B-m_B\mathbf F_C}{m_B+m_C}\cdot\mathbf n
=\mu\left(\frac{\mathbf F_B}{m_B}-\frac{\mathbf F_C}{m_C}\right)\cdot\mathbf n. \tag{4}
\]

This is the quantity to record in molecular dynamics with a constrained bond. The constraint force is not part of it.

## From the golden rule to \(T_1\)

Let the bath have states \(b\) with energies \(E_b\) and thermal weights \(p_b\). When the bond drops from level 1 to level 0, the bath gains \(\hbar\omega\):

\[
k_{1\to0}=\frac{2\pi}{\hbar}|q_{10}|^2\sum_{bb'}p_b|\delta F_{bb'}|^2\,\delta(E_{b'}-E_b-\hbar\omega). \tag{5}
\]

In the same basis,

\[
\langle\delta F(t)\delta F(0)\rangle=\sum_{bb'}p_b|\delta F_{bb'}|^2e^{i(E_b-E_{b'})t/\hbar}. \tag{6}
\]

Since \(\int e^{i\epsilon t/\hbar}dt=2\pi\hbar\,\delta(\epsilon)\), inserting (6) in (1) gives

\[
S(\omega)=2\pi\hbar\sum_{bb'}p_b|\delta F_{bb'}|^2\,\delta(E_{b'}-E_b-\hbar\omega). \tag{7}
\]

The sum in (5) is therefore \(S/(2\pi\hbar)\). The ladder form \(q=\sqrt{\hbar/2\mu\omega}\,(a+a^\dagger)\) gives \(|q_{10}|^2=\hbar/(2\mu\omega)\), so that

\[
k_{1\to0}=\frac{|q_{10}|^2}{\hbar^2}S(\omega)=\frac{S(\omega)}{2\mu\hbar\omega}. \tag{8}
\]

The upward rate contains \(S(-\omega)\). Exchanging the labels \(b,b'\) in (7) turns its delta function into that of \(S(\omega)\) and its weight into \(p_{b'}=p_be^{-\beta\hbar\omega}\). Hence

\[
S(-\omega)=e^{-\beta\hbar\omega}S(\omega),\qquad k_{0\to1}=e^{-\beta\hbar\omega}k_{1\to0}. \tag{9}
\]

For level \(n\), the ladder operators give \(k_{n\to n-1}=n\,k_{1\to0}\) and \(k_{n\to n+1}=(n+1)k_{0\to1}\). The mean quantum number obeys

\[
\frac{d\langle n\rangle}{dt}=\langle n+1\rangle k_{0\to1}-\langle n\rangle k_{1\to0}
=k_{0\to1}-(k_{1\to0}-k_{0\to1})\langle n\rangle. \tag{10}
\]

The mean energy thus relaxes exponentially from any initial distribution over levels, with

\[
\frac1{T_1}=k_{1\to0}-k_{0\to1}=\frac{1-e^{-\beta\hbar\omega}}{2\mu\hbar\omega}\,S(\omega). \tag{11}
\]

A rate description requires the bath's memory to be short compared with \(T_1\).

## The classical force spectrum

A classical simulation gives a correlation function that is even in time, so its spectrum cannot satisfy (9). One quantum function that is also real and even in time is the Kubo average

\[
K(t)=\frac1\beta\int_0^\beta ds\,\langle\delta F(t-i\hbar s)\,\delta F(0)\rangle, \tag{12}
\]

which becomes the classical correlation function as \(\hbar\to0\). By (6), the shift in time multiplies each term by \(e^{s(E_b-E_{b'})}\), which is \(e^{-s\hbar\omega}\) at frequency \(\omega\). Integrating over \(s\),

\[
S_K(\omega)=\frac{1-e^{-\beta\hbar\omega}}{\beta\hbar\omega}\,S(\omega). \tag{13}
\]

Substitution in (11) cancels the quantum factors:

\[
\frac1{T_1}=\frac{S_K(\omega)}{2\mu kT}\simeq\frac{S_{cl}(\omega)}{2\mu kT}
=\frac1{\mu kT}\int_0^\infty\cos(\omega t)\,\langle\delta F(t)\delta F(0)\rangle_{cl}\,dt. \tag{14}
\]

This is the Landau–Teller rate; the constant in (2) is \(1/2\). The first equality has the validity of (11). The second replaces a quantum bath by a classical one.

For a harmonic bath with linear coupling the replacement costs nothing. Take one mode of mass \(M\) and frequency \(\Omega\), with \(\delta F=cx\). Its upward line has the thermal strength

\[
\langle|x_{n+1,n}|^2\rangle=\frac{\hbar}{2M\Omega}(\bar n+1)=\frac{\hbar}{2M\Omega}\,\frac1{1-e^{-\beta\hbar\Omega}}.
\]

This line contributes \(2\pi c^2\langle|x_{n+1,n}|^2\rangle\,\delta(\omega-\Omega)\) to \(S\). By (13) it contributes \(\pi c^2kT/(M\Omega^2)\,\delta(\omega-\Omega)\) to \(S_K\), which is the positive-frequency half of the transform of the classical correlation \(c^2(kT/M\Omega^2)\cos\Omega t\). Independent modes add. Such a bath also allows a check of the frozen-bond step: in a classical calculation with 800 weakly coupled modes, the decay rate of a moving bond was 0.9998 times the rate from the frozen-bond force.

## The force from smooth collisions

Suppose that the force consists of independent collisions at mean rate \(Z\), at random times \(t_j\). Over a long window \(\mathcal T\), with \(\omega\mathcal T\) a multiple of \(2\pi\), the constant mean force drops out and

\[
S_{cl}(\omega)=\frac1{\mathcal T}\Big\langle\sum_{jl}\tilde F_j\tilde F_l^*\,e^{i\omega(t_j-t_l)}\Big\rangle=Z\,\langle|\tilde F(\omega)|^2\rangle, \tag{15}
\]

where \(\tilde F(\omega)=\int F(t)e^{i\omega t}dt\) belongs to one collision. Terms with \(j\neq l\) vanish because the average of \(e^{i\omega t_j}\) over a uniformly distributed time is zero. Fast particles arrive more often, so the speed average uses the flux weight \((mv/kT)e^{-mv^2/2kT}dv\), where \(m\) is the reduced mass of collider and molecule.

Take a collinear collision with atom B and an exponential repulsion of range \(a\):

\[
V=V_0e^{-(x-\lambda q)/a},\qquad \lambda=\frac{m_C}{m_B+m_C},\qquad F=-\frac{\lambda}{a}V\Big|_{q=0}. \tag{16}
\]

Here \(x\) is the distance from the molecule's centre of mass, up to a constant. The force is negative because the collider compresses the bond. With the bond frozen, energy conservation gives \(\dot x^2=v^2(1-V/E)\), where \(E=mv^2/2\). Since \(\dot V=-V\dot x/a\),

\[
\dot V^2=\frac{v^2}{a^2}V^2\left(1-\frac VE\right). \tag{17}
\]

The trial form \(V=E\,\mathrm{sech}^2(\alpha t)\) has \(\dot V=-2\alpha V\tanh(\alpha t)\), so \(\dot V^2=4\alpha^2V^2(1-V/E)\). It solves (17) with \(\alpha=v/2a\), and the turning point is at \(t=0\).

The transform \(I=\int\mathrm{sech}^2(\alpha t)e^{i\omega t}dt\) follows from a contour in complex time. Adding \(i\pi/\alpha\) to \(t\) leaves \(\mathrm{sech}^2(\alpha t)\) unchanged and multiplies the exponential by \(e^{-\pi\omega/\alpha}\). The strip between the two lines encloses one pole, at \(t_0=i\pi/2\alpha\). Near it, with \(t=t_0+s\), \(\cosh(\alpha t)=i\sinh(\alpha s)\), so \(\mathrm{sech}^2(\alpha t)=-1/(\alpha s)^2+O(1)\). The residue, taken from the linear term of \(e^{i\omega s}\), is \(-i\omega e^{-\pi\omega/2\alpha}/\alpha^2\). Therefore

\[
I\,(1-e^{-\pi\omega/\alpha})=\frac{2\pi\omega}{\alpha^2}e^{-\pi\omega/2\alpha}
\quad\Rightarrow\quad I=\frac{\pi\omega}{\alpha^2\sinh(\pi\omega/2\alpha)}. \tag{18}
\]

Multiplying by \(\lambda E/a=\lambda mv^2/2a\) and setting \(\alpha=v/2a\),

\[
|\tilde F(\omega)|=\frac{2\pi\lambda m\omega a}{\sinh(\pi\omega a/v)}. \tag{19}
\]

**Fast collisions.** For \(\omega a/v\ll1\), (19) becomes \(2\lambda mv\), the transferred momentum \(2mv\) times \(\lambda\). The flux average of \(v^2\) is \(2kT/m\), so \(\langle|\tilde F|^2\rangle=8\lambda^2mkT\). Equations (14) and (15) then give \(1/T_1=4Z\lambda^2m/\mu\), with no dependence on frequency and none on temperature at fixed \(Z\).

**Slow collisions.** For \(\omega a/v\gg1\), \(\sinh z\to e^z/2\) and

\[
|\tilde F(\omega)|^2\to(4\pi\lambda m\omega a)^2\,e^{-2\pi\omega a/v}. \tag{20}
\]

This is the exponential gap law at fixed speed, in terms of the gap \(\hbar\omega\). Its decay time \(2\pi a/v\) is twice the distance of the pole \(t_0=i\pi a/v\) from the real axis. More generally, if \(F(t)\) is analytic and integrable in a strip \(0\le\mathrm{Im}\,t\le\tau\), moving the contour to its upper edge bounds \(|\tilde F|\) by a constant times \(e^{-\omega\tau}\).

Smoothness is essential. If a pulse starts and ends at zero force but with a finite slope, two integrations by parts leave a term \([\dot F e^{i\omega t}]/\omega^2\) from its ends, and \(|\tilde F|^2\) falls as \(\omega^{-4}\), apart from oscillations due to interference between the two ends. In the numerical comparison, doubling the frequency from 400 to 800 cm⁻¹ lowers the smooth spectrum at \(v=10\) Å/ps by a factor of about 3200, but that of a half-sine pulse lasting two periods of the lower frequency by 17.6. With this duration the two end terms add in phase at both frequencies. Cutting off a simulated correlation function abruptly at a nonzero value is worse: the step leaves an oscillating tail in the spectrum whose amplitude falls only as \(\omega^{-1}\), which can hide an exponentially small rate.

## Thermal average: the gap law is local

At a given temperature, fast collisions are rare but much more effective. Using (20) with the flux weight,

\[
\langle|\tilde F|^2\rangle\simeq4(2\pi\lambda m\omega a)^2\int_0^\infty\frac{mv}{kT}\,e^{-\phi(v)}dv,\qquad \phi=\frac{mv^2}{2kT}+\frac{2\pi\omega a}{v}. \tag{21}
\]

The condition \(\phi'=mv/kT-2\pi\omega a/v^2=0\) selects the dominant speed

\[
v_*^3=\frac{2\pi\omega a\,kT}{m}. \tag{22}
\]

Define \(y=mv_*^2/kT\). By (22),

\[
y=\frac{2\pi\omega a}{v_*}=(2\pi\omega a)^{2/3}\left(\frac m{kT}\right)^{1/3}. \tag{23}
\]

The two terms of \(\phi(v_*)\) are \(y/2\) and \(y\). The second derivative is \(m/kT+4\pi\omega a/v_*^3=3m/kT\), so the Gaussian integral about \(v_*\) contributes \(\sqrt{2\pi kT/3m}\). With \((mv_*/kT)\sqrt{kT/m}=\sqrt y\),

\[
\langle|\tilde F|^2\rangle\simeq4(2\pi\lambda m\omega a)^2\sqrt{\frac{2\pi y}{3}}\;e^{-3y/2},\qquad y\gg1. \tag{24}
\]

The exponent is proportional to \(\omega^{2/3}T^{-1/3}\). A strict exponential in \(\omega\) therefore does not survive the thermal average.

What survives is a local exponential. In the logarithm of (24), the prefactors give \(2\ln\omega+\tfrac12\ln y\), and \(y\propto\omega^{2/3}\). Thus

\[
\frac{d\ln\langle|\tilde F|^2\rangle}{d\ln\omega}=\frac73-y,\qquad
\frac{d\ln\langle|\tilde F|^2\rangle}{d\omega}=-\frac{2\pi a}{v_*}+\frac7{3\omega}. \tag{25}
\]

The first term of the second form is the slope of the fixed-speed exponent in (20), taken at the dominant speed. The steepness \(\sigma=(y-7/3)/\omega\) changes at the rate

\[
\frac{d\sigma}{d\omega}=\frac{1}{\omega^2}\left(\frac{2y}3-y+\frac73\right)=\frac{7-y}{3\omega^2}. \tag{26}
\]

It is stationary at \(y=7\). Near this value \(\ln T_1\) is close to a straight line in \(\omega\), because the slow decrease in the steepness of the exponential factor is balanced by the prefactor.

## The same rate from energy balance

Classical mechanics gives an independent derivation. Let \(z=p+i\mu\omega q\), so that \(E_{vib}=|z|^2/2\mu\). Under a prescribed force, \(\dot z=i\omega z+F\). In the frame rotating with \(e^{i\omega t}\), a collision adds \(\tilde F^*\) to the initial value \(z_0\):

\[
\Delta E=\frac{|\tilde F|^2+2\,\mathrm{Re}(z_0^*\tilde F^*)}{2\mu}. \tag{27}
\]

To second order in the coupling, averaging the square over the phase of \(z_0\) gives

\[
\langle\Delta E^2\rangle=\frac{2|z_0|^2|\tilde F|^2}{4\mu^2}=\frac{E_{vib}|\tilde F|^2}{\mu}. \tag{28}
\]

The mean of (27) is incomplete, since a prescribed force ignores the effect of the vibration on the collider's path. Phase-space conservation supplies the rest. At fixed total energy, the map from incoming to outgoing bond variables preserves \(dq\,dp\), which is proportional to \(dE_{vib}\,d(\text{phase})\). A uniform distribution in \(E_{vib}\) is thus unchanged, and for any smooth \(g(E_{vib})\) that vanishes outside a finite interval of positive energies,

\[
\int\left(\langle\Delta E\rangle g'+\tfrac12\langle\Delta E^2\rangle g''\right)dE_{vib}=0
\;\Rightarrow\;\langle\Delta E\rangle=\frac12\frac{d\langle\Delta E^2\rangle}{dE_{vib}}, \tag{29}
\]

for the following reason. One integration by parts shows that the two sides of the last equation differ at most by a constant. At \(E_{vib}=0\) the bond moves only in response to the collision, so its effect on the collider's path changes \(\Delta E\) only beyond second order. There (27) with \(z_0=0\) gives \(\langle\Delta E\rangle=|\tilde F|^2/2\mu\), which equals half the derivative of (28), so the constant is zero. At fixed total energy, raising \(E_{vib}\) lowers the collision energy \(E\), so (28) gives

\[
\langle\Delta E\rangle=\frac{|\tilde F|^2}{2\mu}-\frac{E_{vib}}{2\mu}\frac{d|\tilde F|^2}{dE}. \tag{30}
\]

The flux weight in energy is \(e^{-E/kT}dE/kT\). Integrating the last term by parts, with \(\tilde F=0\) at \(E=0\), replaces the derivative by \(\langle|\tilde F|^2\rangle/kT\):

\[
\overline{\Delta E}=\frac{\langle|\tilde F|^2\rangle}{2\mu}\left(1-\frac{E_{vib}}{kT}\right). \tag{31}
\]

Multiplication by \(Z\) gives relaxation towards \(kT\) at the rate \(Z\langle|\tilde F|^2\rangle/(2\mu kT)\), in agreement with (14) and (15).

## A worked model

Take two bond atoms of 100 u and a collider of 10 u. Then \(\mu=50\) u, \(\lambda=0.5\) and \(m=200\times10/210=9.524\) u. Let \(a=0.2\) Å, \(T=300\) K and \(Z=1\) ps⁻¹, so \(kT=249.43\) u Å² ps⁻². These are round model parameters; only the bond's force constant is varied.

At 200 cm⁻¹, \(\omega=37.67\) rad/ps and (22) gives \(v_*=10.74\) Å/ps. Then \(y=2\pi(37.67)(0.2)/10.74=4.41\). The full speed average of (19) squared is 930.1 (u Å/ps)², and

\[
T_1=\frac{2\mu kT}{Z\langle|\tilde F|^2\rangle}=\frac{2(50)(249.43)}{(1)(930.1)}\ \text{ps}=26.8\ \text{ps}.
\]

The fast-collision limit would give \(\mu/(4Z\lambda^2m)=5.25\) ps, so the finite duration of the collision already matters. The other frequencies follow in the same way:

| Wavenumber (cm⁻¹) | \(y\) | \(T_1\) (ps) | average / (24) |
|---|---|---|---|
| 200 | 4.41 | 26.8 | 1.118 |
| 400 | 7.00 | 277 | 1.044 |
| 600 | 9.17 | 2830 | 1.031 |
| 800 | 11.10 | 2.66 × 10⁴ | 1.025 |
| 1000 | 12.89 | 2.29 × 10⁵ | 1.021 |

Successive steps of 200 cm⁻¹ multiply \(T_1\) by 10.3, 10.2, 9.4 and 8.6. The first two factors are nearly equal because the steepness passes through a flat maximum in this range. Equation (26) places it at \(y=7\); in the full average it lies somewhat lower, near 360 cm⁻¹ (\(y\approx6.5\)). Formula (24) alone, corrected out with the last column of the table, gives 9.6 and 10.1 for these two steps. The later factors show the departure from an exponential. At 600 cm⁻¹, heating from 300 to 600 K at fixed \(Z\) shortens \(T_1\) from 2830 to 368 ps, a factor of 7.7. In (24), \(y\) falls from 9.17 to \(9.17/2^{1/3}=7.28\). The exponential grows by \(e^{1.5\times1.89}=17\), \(\sqrt y\) contributes 0.89 and the \(1/kT\) in (14) contributes 1/2, which together give 7.6.

Two approximations can be measured within the model. First, full classical trajectories at 200 cm⁻¹ let the bond move. With \(\lambda\) reduced to 0.05, the mean gains at \(E_{vib}=0,\,kT,\,3kT\), in units of \(\langle|\tilde F|^2\rangle/2\mu\), are 0.999, 0.000 and −1.999; (31) predicts 1, 0 and −2. At \(\lambda=0.5\) they are 0.930, −0.001 and −1.857. The relaxation rate is then about 7% below the frozen-bond value. This is the error of weak coupling here, and it combines two effects, both of relative order \(\lambda^2\): the reaction of the moving bond on the collider's path, and the terms in \(q^2\) and higher that (3) drops but the trajectories keep.

Second, the golden rule can be evaluated with quantum scattering states on the same repulsive wall. The resulting rate is 1.00, 1.21 and 1.77 times the classical-spectrum rate at 200, 600 and 1000 cm⁻¹. A classical path ignores the change of collision energy by \(\hbar\omega\). At 1000 cm⁻¹ this quantum is \(4.8kT\), comparable with the dominant collision energy \(ykT/2=6.4kT\), and the classical \(T_1\) is too long by the factor 1.77. At 200 cm⁻¹ the ratio of these energies is still 0.44, so the close agreement there is not evidence that quantum corrections are generally negligible at such a ratio.

The remaining limits lie in the model itself. In a dense liquid, successive collisions may be correlated, and the terms with \(j\neq l\) in (15) then need not vanish. Equation (14) can still be used with the full force correlation function, provided that the coupling is weak and the classical spectrum is adequate at \(\omega\). The complete set of computed values is in the numerical output below.

## Values computed for the example and the checks

```
bond atom mass 100 u, collider 10 u
bond reduced mass mu = 50.0 u, lambda = 0.50
collision reduced mass m = 9.524 u
range a = 0.20 angstrom, temperature = 300 K
collision rate Z = 1.0 per ps
kT = 249.43 u angstrom^2/ps^2
harmonic bath, exact / frozen-force rate = 0.9998
random collisions, sampled / formula spectrum = 1.000
fixed speed v = 10.0 angstrom/ps
fixed-speed e-fold of exponential factor = 42.25 cm^-1
drop of squared transform 400 to 800 cm^-1, smooth = 3236.1
drop on same doubling, kinked half-sine pulse = 17.6
200 cm^-1: w = 37.673 rad/ps, hbar w/kT = 0.959
  y = 4.407, v* = 10.74 angstrom/ps
  <F^2> = 930.1 (u angstrom/ps)^2
  T1 = 26.82 ps, integral/saddle = 1.1182
  d ln<F^2>/d ln w = -2.251, -y+7/3 = -2.073
400 cm^-1: w = 75.346 rad/ps, hbar w/kT = 1.918
  y = 6.995, v* = 13.54 angstrom/ps
  <F^2> = 90.14 (u angstrom/ps)^2
  T1 = 276.7 ps, integral/saddle = 1.0441
  d ln<F^2>/d ln w = -4.708, -y+7/3 = -4.662
600 cm^-1: w = 113.019 rad/ps, hbar w/kT = 2.878
  y = 9.166, v* = 15.49 angstrom/ps
  <F^2> = 8.825 (u angstrom/ps)^2
  T1 = 2826 ps, integral/saddle = 1.0305
  d ln<F^2>/d ln w = -6.856, -y+7/3 = -6.833
800 cm^-1: w = 150.692 rad/ps, hbar w/kT = 3.837
  y = 11.104, v* = 17.05 angstrom/ps
  <F^2> = 0.9384 (u angstrom/ps)^2
  T1 = 2.658e+04 ps, integral/saddle = 1.0247
  d ln<F^2>/d ln w = -8.787, -y+7/3 = -8.771
1000 cm^-1: w = 188.365 rad/ps, hbar w/kT = 4.796
  y = 12.885, v* = 18.37 angstrom/ps
  <F^2> = 0.1088 (u angstrom/ps)^2
  T1 = 2.292e+05 ps, integral/saddle = 1.0213
  d ln<F^2>/d ln w = -10.566, -y+7/3 = -10.552
600 cm^-1 at 600 K, same Z: T1 = 368.1 ps
200 cm^-1: quantum / classical-spectrum rate = 1.001
600 cm^-1: quantum / classical-spectrum rate = 1.209
1000 cm^-1: quantum / classical-spectrum rate = 1.771
mean gain / (<F^2>/2mu) at 200 cm^-1, Evib = 0, 1, 3 kT:
  lambda 0.05: 0.999, -0.000, -1.999
  lambda 0.50: 0.930, -0.001, -1.857
moving-bond / frozen-bond rate, lambda 0.50 = 0.929
```
